# Static COHSEX and the Origin of Dielectric-Dependent Hybrids: verification in Python

```python
"""
Result under test: the static limit of the GW self-energy is
    Sigma = -gamma * W(0) + (1/2) delta * [W(0) - v]            (COHSEX),
and for a medium with 1/eps(q) = 1 - (1 - 1/eps) exp(-q^2/(4 mu^2)) it equals
    Sigma = Sigma_x/eps + (1 - 1/eps) * B,
    B = short-range exchange - mu/sqrt(pi).
gamma: density matrix of one spin; v, W: bare and screened interaction;
Sigma_x: Fock exchange; eps: dielectric constant; mu: inverse screening length.
B is compared with the local-density exchange potential of a uniform gas.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import erf, erfc
from scipy.constants import physical_constants
from pyscf import gto, scf, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- Part 1: finite chain, full RPA screening ----------
n_sites, n_occ = 8, 4
hopping, site_energy, spacing, softening = 0.1, 0.15, 3.0, 2.0
site = np.arange(n_sites)
h = np.diag(site_energy * (-1.0) ** (site + 1))
h -= hopping * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
distance = spacing * np.abs(site[:, None] - site[None, :])
v = 1.0 / np.sqrt(distance**2 + softening**2)
level, orbital = np.linalg.eigh(h)
gamma = orbital[:, :n_occ] @ orbital[:, :n_occ].T
homo, lumo = orbital[:, n_occ - 1], orbital[:, n_occ]
e_homo, e_lumo = level[n_occ - 1], level[n_occ]

pairs = [(i, a) for i in range(n_occ) for a in range(n_occ, n_sites)]
pair_density = np.array([orbital[:, i] * orbital[:, a] for i, a in pairs]).T
pair_gap = np.array([level[a] - level[i] for i, a in pairs])


def polarization_part(omega_squared):
    """W - v from the Dyson equation with the independent-particle response."""
    factor = 4.0 * pair_gap / (omega_squared - pair_gap**2)
    chi0 = (pair_density * factor) @ pair_density.T
    return np.linalg.solve(np.eye(n_sites) - v @ chi0, v) - v


# Excitation poles of W from the RPA eigenvalue problem
coupling = pair_density.T @ v @ pair_density
root_gap = np.sqrt(pair_gap)
rpa = np.diag(pair_gap**2) + 4.0 * np.outer(root_gap, root_gap) * coupling
omega2, vectors = np.linalg.eigh(rpa)
pole = np.sqrt(omega2)
amplitude = root_gap[:, None] * vectors / np.sqrt(pole)
w = np.sqrt(2.0) * v @ pair_density @ amplitude


def correlation_from_poles(energy, scale=1.0):
    """Pole formula; scale multiplies the electron energy differences."""
    total = np.zeros((n_sites, n_sites))
    for n in range(n_sites):
        sign = 1.0 if n < n_occ else -1.0
        x = scale * (energy - level[n])
        kernel = (w / (x + sign * pole)) @ w.T
        total += np.outer(orbital[:, n], orbital[:, n]) * kernel
    return total


# Defining frequency integral, taken along the imaginary axis from midgap
midgap = 0.5 * (e_homo + e_lumo)
nodes, weights = np.polynomial.legendre.leggauss(200)
theta = 0.25 * np.pi * (nodes + 1.0)
integral = np.zeros((n_sites, n_sites))
for angle, weight in zip(theta, 0.25 * np.pi * weights):
    u = 0.3 * np.tan(angle)
    jacobian = 0.3 / np.cos(angle) ** 2
    g_even = (midgap - level) / (u**2 + (midgap - level) ** 2)
    green = (orbital * g_even) @ orbital.T
    integral -= weight * jacobian / np.pi * green * polarization_part(-u**2)
pole_midgap = correlation_from_poles(midgap)
integral_error = np.max(np.abs(integral - pole_midgap))
assert integral_error < 1e-8

# Partition into dynamical screened exchange and Coulomb hole
sex_dynamic = np.zeros((n_sites, n_sites))
coh_dynamic = np.zeros((n_sites, n_sites))
for n in range(n_sites):
    projector = np.outer(orbital[:, n], orbital[:, n])
    x = e_homo - level[n]
    coh_dynamic += projector * ((w / (x - pole)) @ w.T)
    if n < n_occ:
        sex_dynamic -= projector * polarization_part(x**2)
partition_error = np.max(np.abs(
    sex_dynamic + coh_dynamic - correlation_from_poles(e_homo)))
assert partition_error < 1e-9

# Static limit and its first correction
wp_static = polarization_part(0.0)
sex_static = -gamma * wp_static
coh_static = 0.5 * np.diag(np.diag(wp_static))
cohsex = sex_static + coh_static
small = 1e-4
slope = (correlation_from_poles(e_homo, small) - cohsex) / small
slope_formula = -(e_homo * np.eye(n_sites) - h) * ((w / pole**2) @ w.T)
slope_error = np.max(np.abs(slope - slope_formula))
assert slope_error < 2e-3 * np.max(np.abs(slope_formula))


def mean(state, matrix):
    return state @ matrix @ state


print("CHAIN: 8 sites, 8 electrons; energies in hartree")
print(f"hopping {hopping}, site energies +/-{site_energy}")
print(f"spacing {spacing} bohr, softening {softening} bohr")
print(f"HOMO, LUMO of h: {e_homo:.5f}, {e_lumo:.5f}")
print(f"lowest RPA pole: {pole[0]:.5f}")
print(f"frequency integral minus poles, max: {integral_error:.1e}")
print(f"partition error, max: {partition_error:.1e}")
print(f"static slope error, max: {slope_error:.1e}")
print(f"largest static slope element: {np.max(np.abs(slope_formula)):.5f}")
print(f"HOMO bare exchange: {mean(homo, -gamma * v):.5f}")
print(f"LUMO bare exchange: {mean(lumo, -gamma * v):.5f}")
print("HOMO parts beyond bare exchange: dynamic, static")
print(f"  SEX: {mean(homo, sex_dynamic):.5f}, {mean(homo, sex_static):.5f}")
print(f"  COH: {mean(homo, coh_dynamic):.5f}, {mean(homo, coh_static):.5f}")
print("Total correlation: dynamic, static")
for name, state, energy in (("HOMO", homo, e_homo), ("LUMO", lumo, e_lumo)):
    dynamic = mean(state, correlation_from_poles(energy))
    print(f"  {name}: {dynamic:.5f}, {mean(state, cohsex):.5f}")

# ---------- Part 2: model medium ----------
eps, mu, k_fermi = 4.0, 0.5, 1.0
screened_share = 1.0 - 1.0 / eps


def inverse_dielectric(q):
    return 1.0 - screened_share * np.exp(-q**2 / (4.0 * mu**2))


r_test = 1.3
wp_fourier = quad(lambda q: 2.0 / np.pi * (inverse_dielectric(q) - 1.0)
                  * np.sinc(q * r_test / np.pi), 0.0, 20.0 * mu)[0]
wp_formula = -screened_share * erf(mu * r_test) / r_test
assert abs(wp_fourier - wp_formula) < 1e-9
coh_fourier = quad(lambda q: (inverse_dielectric(q) - 1.0) / np.pi,
                   0.0, 20.0 * mu)[0]
coh_medium = -screened_share * mu / np.sqrt(np.pi)
assert abs(coh_fourier - coh_medium) < 1e-9

print(f"MEDIUM: eps = {eps}, mu = {mu} 1/bohr")
print(f"W-v at r = {r_test} bohr: {wp_formula:.5f} hartree")
print(f"Coulomb hole: {coh_medium:.5f} hartree"
      f" = {coh_medium * HARTREE_EV:.3f} eV")
for mu_large in (5.0, 50.0):
    value = -screened_share * mu_large / np.sqrt(np.pi)
    print(f"Coulomb hole at mu = {mu_large}: {value:.3f} hartree")

# ---------- Part 3: water orbitals, approach to the Fock fraction ----------
mol = gto.M(atom="O 0 0 0; H 0 0.757 0.587; H 0 -0.757 0.587",
            basis="def2-svp", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
occupied = mf.mo_coeff[:, mf.mo_occ > 0]
top = occupied[:, -1]
density_one_spin = occupied @ occupied.T


def exchange_of_top(integrals):
    return -np.einsum("p,q,pqrs,r,s->", top, top, integrals, top, top,
                      optimize=True) if density_one_spin is None else \
        -np.einsum("p,qr,pqrs,s->", top, density_one_spin, integrals, top,
                   optimize=True)


full_exchange = exchange_of_top(mol.intor("int2e"))
grid = dft.gen_grid.Grids(mol)
grid.level = 5
grid.build()
ao = mol.eval_gto("GTOval", grid.coords)
spin_density = np.sum((ao @ occupied) ** 2, axis=1)
contact = np.sum(grid.weights * (ao @ top) ** 2 * spin_density)

print("WATER HOMO, RHF/def2-SVP, imposed eps = 4")
print("O 0 0 0; H 0 +/-0.757 0.587 angstrom")
print(f"Fock exchange: {full_exchange:.5f} hartree")
print(f"contact integral: {contact:.5f} 1/bohr^3")
print("mu (1/bohr), screened exchange / Fock exchange")
for mu_water in (0.5, 5.0, 40.0):
    with mol.with_range_coulomb(mu_water):
        long_range = exchange_of_top(mol.intor("int2e"))
    ratio = (full_exchange - screened_share * long_range) / full_exchange
    print(f"  {mu_water:4.1f}  {ratio:.6f}")
short_range = full_exchange - long_range
contact_law = -np.pi / mu_water**2 * contact
# The next gradient term is of relative order q^2/(8 mu^2), below 2 percent.
assert abs(short_range / contact_law - 1.0) < 0.02
assert abs(ratio - 1.0 / eps) < 2e-3
print("short-range exchange at mu = 40, hartree")
print(f"  integrals {short_range:.4e}, contact law {contact_law:.4e}")

# ---------- Part 4: local potential from the uniform gas ----------
def fock_gas(k):
    y = k / k_fermi
    if y == 0.0:
        return -2.0 * k_fermi / np.pi
    if y == 1.0:
        return -k_fermi / np.pi
    log_term = (1.0 - y**2) / (2.0 * y) * np.log(abs((1.0 + y) / (1.0 - y)))
    return -k_fermi / np.pi * (1.0 + log_term)


gl_x, gl_w = np.polynomial.legendre.leggauss(80)


def bracket_b(k, mu_value):
    """Short-range exchange by integration over the Fermi sphere, plus hole."""
    p = 0.5 * k_fermi * (gl_x + 1.0)
    wp = 0.5 * k_fermi * gl_w
    q2 = k**2 + p[:, None] ** 2 - 2.0 * k * p[:, None] * gl_x[None, :]
    q2 = np.maximum(q2, 1e-14)
    kernel = -np.expm1(-q2 / (4.0 * mu_value**2)) / q2
    return -(wp * p**2) @ kernel @ gl_w / np.pi - mu_value / np.sqrt(np.pi)


def cohsex_gas(k):
    """Screened exchange and Coulomb hole directly from W(q)."""
    def occupied_share(q):
        if k == 0.0:
            return 1.0 if q < k_fermi else 0.0
        cosine = (k_fermi**2 - k**2 - q**2) / (2.0 * k * q)
        return min(1.0, max(0.0, 0.5 * (1.0 + cosine)))
    edges = sorted({0.0, abs(k_fermi - k), k_fermi + k})
    sex = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        sex -= 2.0 / np.pi * quad(
            lambda q: inverse_dielectric(q) * occupied_share(q), low, high)[0]
    return sex + coh_fourier


def bracket_at_fermi(mu_value):
    a = k_fermi / mu_value
    return (-k_fermi / np.pi - mu_value / np.sqrt(np.pi) * erfc(a)
            - mu_value**2 / (np.pi * k_fermi) * (1.0 - np.exp(-a**2)))


for mu_value in (0.2, 0.5, 2.0):
    assert abs(bracket_b(k_fermi, mu_value) - bracket_at_fermi(mu_value)) < 1e-6

density = k_fermi**3 / (3.0 * np.pi**2)
vx_lda = dft.libxc.eval_xc("LDA,", np.array([density]))[1][0][0]
assert abs(vx_lda + k_fermi / np.pi) < 1e-7

print(f"UNIFORM GAS: k_F = {k_fermi} 1/bohr, eps = 4, mu = 0.5")
print(f"density {density:.6f} 1/bohr^3, LDA v_x {vx_lda:.5f} hartree")
print("B at k_F for several mu, hartree")
for mu_value in (0.1, 0.2, 0.5, 2.0):
    print(f"  mu {mu_value}: {bracket_at_fermi(mu_value):.5f}")
print("k (1/bohr), Sigma_x, B, COHSEX, hybrid (hartree)")
fock_values, b_values = [], []
for k in (0.0, 0.5, 1.0, 1.5):
    fock, b_value, direct = fock_gas(k), bracket_b(k, mu), cohsex_gas(k)
    assert abs(direct - fock / eps - screened_share * b_value) < 1e-6
    hybrid = fock / eps + screened_share * vx_lda
    fock_values.append(fock)
    b_values.append(b_value)
    print(f"  {k:.1f} {fock:.5f} {b_value:.5f} {direct:.5f} {hybrid:.5f}")
fock_spread, b_spread = np.ptp(fock_values), np.ptp(b_values)
assert b_spread < 0.3 * fock_spread
print(f"spread over these k: Sigma_x {fock_spread:.5f}, B {b_spread:.5f}")

print("finished without a failed check")
```

It prints:

```
CHAIN: 8 sites, 8 electrons; energies in hartree
hopping 0.1, site energies +/-0.15
spacing 3.0 bohr, softening 2.0 bohr
HOMO, LUMO of h: -0.15397, 0.15397
lowest RPA pole: 0.31273
frequency integral minus poles, max: 1.7e-17
partition error, max: 6.2e-17
static slope error, max: 2.0e-06
largest static slope element: 0.02254
HOMO bare exchange: -0.46421
LUMO bare exchange: -0.03579
HOMO parts beyond bare exchange: dynamic, static
  SEX: 0.04680, 0.04595
  COH: -0.02808, -0.02661
Total correlation: dynamic, static
  HOMO: 0.01872, 0.01934
  LUMO: -0.01872, -0.01934
MEDIUM: eps = 4.0, mu = 0.5 1/bohr
W-v at r = 1.3 bohr: -0.37040 hartree
Coulomb hole: -0.21157 hartree = -5.757 eV
Coulomb hole at mu = 5.0: -2.116 hartree
Coulomb hole at mu = 50.0: -21.157 hartree
WATER HOMO, RHF/def2-SVP, imposed eps = 4
O 0 0 0; H 0 +/-0.757 0.587 angstrom
Fock exchange: -0.99457 hartree
contact integral: 0.30248 1/bohr^3
mu (1/bohr), screened exchange / Fock exchange
   0.5  0.650922
   5.0  0.273964
  40.0  0.250446
short-range exchange at mu = 40, hartree
  integrals -5.9161e-04, contact law -5.9391e-04
UNIFORM GAS: k_F = 1.0 1/bohr, eps = 4, mu = 0.5
density 0.033774 1/bohr^3, LDA v_x -0.31831 hartree
B at k_F for several mu, hartree
  mu 0.1: -0.32149
  mu 0.2: -0.33104
  mu 0.5: -0.39775
  mu 2.0: -1.14101
k (1/bohr), Sigma_x, B, COHSEX, hybrid (hartree)
  0.0 -0.63662 -0.44327 -0.49161 -0.39789
  0.5 -0.58058 -0.42999 -0.46764 -0.38388
  1.0 -0.31831 -0.39775 -0.37789 -0.31831
  1.5 -0.10485 -0.36224 -0.29790 -0.26495
spread over these k: Sigma_x 0.53177, B 0.08103
finished without a failed check
```
